Why clamped ions fail for (111) but not (001) silicon films

**Question.** The elastic constants of silicon can be calculated by straining the crystal and letting every atom follow the homogeneous strain. These "clamped-ion" constants give the right biaxial modulus for a (001) film and too large a modulus for a (111) film. Why does the orientation of the film decide whether the shortcut works?

**What is being compared**

The biaxial modulus M is the in-plane stress divided by the strain e when both in-plane directions are strained equally and the film surface is free of traction. The lattice is static, and the unstrained reference is free of stress. Strains are tensor strains, so ε_yz is half the engineering shear. The axes x, y, z are the cube axes and a is the cubic lattice constant.

Diamond-structure silicon has two atoms, A and B, in a primitive cell of volume V = a³/4. A homogeneous strain ε changes a vector b from an A atom to a neighbouring B atom into

b′ = (1 + ε)b + u.

The vector u is a displacement of sublattice B relative to A, over and above the strain. It does not alter the shape of the cell, so no external load holds it in place. Clamped ions have u = 0. In a crystal under static load, u takes the value that minimises the energy. The two calculations differ if the strain exerts a force on u.

**Which strains push the sublattices apart**

To harmonic order such a force comes from energy terms of the form u_i ε_jk. The symmetry of an atomic site restricts them.

A half-turn about z reverses x and y. A term survives if the number of x indices plus the number of y indices is even. Half-turns about the other cube axes give the same condition for the other pairs, so the numbers of x, y and z indices are all even or all odd. They add up to three, so each is one. A threefold rotation about [111] permutes the three surviving terms and makes their coefficients equal:

E_coupling = g(u_x ε_yz + u_y ε_zx + u_z ε_xy).

Inversion about a bond centre does not remove this term. It reverses each atomic displacement but also exchanges A and B, so the relative displacement u is unchanged, as is the strain.

Normal strains along the cube axes therefore exert no force on u, while shears in these axes do. The same half-turns and threefold rotation reduce the energy of u alone to ½κu², with κ > 0 if the crystal is stable.

**How the displacement changes the elastic constants**

C11 and C12 describe normal strains along the cube axes, so they are the same with clamped and relaxed ions. For a shear ε_yz, write C44⁰ for the clamped constant. The energy per cell is

E = 2V C44⁰ ε_yz² + g u_x ε_yz + ½κu_x².

The factor 2 follows from ½C44γ² with γ = 2ε_yz. Setting ∂E/∂u_x = 0 gives

u_x = −g ε_yz/κ.

Substitution turns the last two terms into −g²ε_yz²/κ + g²ε_yz²/(2κ) = −g²ε_yz²/(2κ). Equating the total to 2V C44 ε_yz² gives

C44 = C44⁰ − g²/(4Vκ).

The correction cannot be positive: an added freedom can only lower the minimum energy at a given strain.

**The (001) film: no shear, no displacement**

Here ε_xx = ε_yy = e and the shears vanish. The free surface requires

σ_zz = C11 ε_zz + 2C12 e = 0, so ε_zz = −2(C12/C11)e.

The in-plane stress is σ_xx = (C11 + C12)e + C12 ε_zz, hence

M001 = C11 + C12 − 2C12²/C11.

C44 is absent, and the clamped result is correct.

The absence of u extends beyond harmonic order. The strained crystal keeps a fourfold rotoinversion axis along z through each atom, which takes (u_x, u_y, u_z) to (u_y, −u_x, −u_z). The force on u at u = 0 must be unchanged by this operation, and the zero vector is the only one that is. So u = 0 remains an equilibrium at finite equal biaxial strain, and it is the relevant one as long as it stays stable. The constant value of M001, by contrast, is a harmonic result.

**The (111) film: the same load contains shear**

Let n = (1,1,1)/√3 be the film normal and e⊥ the strain along it. Then

ε = e·1 + (e⊥ − e)nn.

Every component of nn is 1/3. In the cube axes the three shears are therefore all equal to

s = (e⊥ − e)/3,

and the three normal strains are all equal to e + s. A film with no shear in its own axes is sheared in the crystal's axes.

Define K = C11 + 2C12, three times the bulk modulus. The diagonal stresses are K(e + s) and the off-diagonal ones 2C44 s. A matrix whose entries all equal 2C44 s is 6C44 s nn, so

σ = [K(e + s) − 2C44 s]·1 + 6C44 s nn.

The stress along n is K(e + s) + 4C44 s, and there is no shear traction because n is an eigenvector of σ. Setting the normal stress to zero gives

s = −K e/(K + 4C44),

e⊥ = e + 3s = −2(K − 2C44)e/(K + 4C44).

The in-plane stress is K(e + s) − 2C44 s. Since K(e + s) = −4C44 s, this equals −6C44 s, and

M111 = 6C44 K/(K + 4C44).

The relaxed C44 belongs here, because the energy is minimised over u as well as over e⊥. The displacement has three equal components −gs/κ, so u lies along the film normal. Clamping it replaces C44 by C44⁰.

**How much of the shear error reaches the modulus**

The difference of the two moduli is

M111⁰ − M111 = 6K[C44⁰/(K + 4C44⁰) − C44/(K + 4C44)].

Over a common denominator the products 4C44⁰C44 cancel, leaving

M111⁰ − M111 = 6K²(C44⁰ − C44)/[(K + 4C44⁰)(K + 4C44)].

This is positive whenever g ≠ 0. Dividing by M111 gives the relative error

M111⁰/M111 − 1 = (C44⁰/C44 − 1)·K/(K + 4C44⁰).

The last factor is less than one, so the modulus is less wrong than the shear constant. The reciprocal shows why:

1/M111 = 1/(6C44) + 2/(3K).

A shear compliance and a volume compliance add, and clamping falsifies the first alone. If C44 and C44⁰ are both much smaller than K/4, M111 tends to 6C44 and inherits the full relative error. If both are much larger, M111 tends to 3K/2 and the error disappears.

A (110) film is a further case. With n = (1,1,0)/√2 the shear is ε_xy = (e⊥ − e)/2, which drives u_z. The sublattices then shift within the film plane, and clamped ions again make the crystal too stiff.

**What the atoms gain by moving**

A nearest-neighbour bond model shows where the energy goes. Let each bond of length d = √3a/4 have stretching constant k, and let each angle at an atom cost h(cos θ + 1/3)². Atoms A and B have the same six angles, so per cell

E = ½k Σ(δr)² + 2h Σ(δcos θ)²,

with sums over four bonds and six angles.

*Volume change.* For ε = e·1 each bond stretches by de and no angle changes, so E = 2kd²e² = (3/8)ka²e². The elastic energy is (3/2)VKe² = (3/8)a³Ke². Hence K = k/a.

*Change of shape along the cube axes.* Take ε_xx = e and ε_yy = −e. The bonds point along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), and to first order none changes length. Then δcos θ = 2n_i·ε·n_j, which is ±4e/3 for four angles and zero for two. So E = 2h·4·(16/9)e² = (128/9)he². The elastic energy is V(C11 − C12)e². With D = C11 − C12,

D = 512h/(9a³).

*Shear.* Take ε_yz = s and write u_x = −ζ(a/2)s, where ζ is the internal strain parameter. A bond with signs (s_x, s_y, s_z) has s_y s_z = s_x, and a/2 = 2d/√3. Its length changes by

δr = s_x(2ds/3 + u_x/√3) = s_x(2d/3)(1 − ζ)s.

The value ζ = 1 would keep all bond lengths. The stretching energy is 2k(4d²/9)(1 − ζ)²s² = (ka²/6)(1 − ζ)²s².

For the angle between (1,1,1) and (1,−1,−1), the scalar product of the bonds, divided by d², changes by −(4/3)(1 + ζ)s. The changed lengths add (δr_i + δr_j)/(3d) = (4/9)(1 − ζ)s, because cos θ = −1/3. The sum is

δcos θ = −(8/9)(1 + 2ζ)s.

The opposite pair of bonds gives the same magnitude with the other sign, and the remaining four angles do not change. The bending energy is 2h·2·(64/81)(1 + 2ζ)²s². Dividing both energies by 2Vs² = a³s²/2 gives

C44(ζ) = (K/3)(1 − ζ)² + (D/9)(1 + 2ζ)².

Clamped ions have ζ = 0 and C44⁰ = K/3 + D/9. The minimum satisfies 3K(1 − ζ) = 2D(1 + 2ζ), so

ζ = (3K − 2D)/(3K + 4D).

Then 1 − ζ = 6D/(3K + 4D) and 1 + 2ζ = 9K/(3K + 4D). Insertion gives (12KD² + 9K²D)/(3K + 4D)², that is,

C44 = 3KD/(3K + 4D).

When stretching is much stiffer than bending, K ≫ D, ζ approaches 1: the sublattices move so as to spare the bond lengths. In the special case 3K = 2D the two forces on u cancel, and clamped ions would be right for (111) too. That needs C11 = −8C12, a negative C12, which is far from silicon.

**Numbers for silicon**

The Stillinger-Weber potential, an empirical model without explicit electrons, is a suitable test. Its cutoff, 0.3771 nm, lies below the second-neighbour distance of 0.3840 nm. At equilibrium the bonds and angles are at their energy minima, so to harmonic order it reduces to the bond model, with k = 10.314 eV/Å² and h = 1.3181 eV. Differentiating its full neighbour sum gives C11 = 151.4 GPa and C12 = 76.4 GPa, with clamped and relaxed ions alike. Thus K = 304.3 GPa and D = 75.0 GPa.

The bond formulas then give

ζ = (912.9 − 150.0)/(912.9 + 300.0) = 0.629,

C44 = 912.9 × 75.0/1212.9 = 56.4 GPa.

The clamped constant is 109.8 GPa, of which 101.4 GPa is stretching and 8.3 GPa bending. After relaxation the shares are 14.0 and 42.5 GPa. The displacement removes most of the stretching at the price of more bending.

For the two films,

M001 = 151.4 + 76.4 − 2 × 76.4²/151.4 = 150.7 GPa,

M111 = 6 × 56.4 × 304.3/(304.3 + 225.6) ≈ 194 GPa,

M111⁰ = 6 × 109.8 × 304.3/(304.3 + 439.2) ≈ 270 GPa.

Clamping raises C44 by 94 % and M111 by 39 %, both relative to the relaxed values. Direct minimisation of the film energy, with the out-of-plane deformation free, gives the same moduli. For (001) films at 0.5 % and 1 % strain, freeing the ions lowered the energy by less than 10⁻¹⁰ eV per cell.

Now take an 8 nm film under 0.5 % tensile strain. On (111) the relaxed stress is 194.4 GPa × 0.005 = 0.97 GPa, and the force per width is 0.972 GPa × 8 nm = 7.8 N/m. Both in-plane directions do work, so the stored energy is Me² per volume, or 0.039 J/m² for the film. Clamped ions give 1.35 GPa, 10.8 N/m and 0.054 J/m². The sublattice displacement behind this difference is 0.85 pm long.

The out-of-plane strain is more sensitive than the stress. The ratio e⊥/e is −0.722 with relaxed ions and −0.228 with clamped ones, so the repeat distance of the (111) double layers shrinks by 0.36 % or by 0.11 %. A clamped calculation would therefore also misread a measured (111) lattice spacing. The two spacings between single atomic planes do not share the relaxed change in proportion, because u shifts the sublattices along the normal. In this model the wide spacing, spanned by the bonds along the normal, stays the same to first order, while the narrow one shrinks by 1.44 %.

**Does the sublattice have time to move?**

The relative motion has the reduced mass μ of two equal atoms, half an atomic mass, and obeys μü_x = −κu_x − gε_yz. For a strain oscillating at frequency f, the amplitude is the static one multiplied by 1/(1 − f²/f₀²), where

f₀ = √(κ/μ)/(2π) = 17.8 THz

for the model's κ = 18.27 eV/Å². The measured frequency of this vibration in silicon is lower, about 15.6 THz, which does not change the conclusion. At 1 GHz the departure from the static response is about 3 × 10⁻⁹. Wafer bending, film growth and device vibrations thus see the relaxed modulus.

**Beside real silicon**

The example is roughly like strained silicon on a relaxed silicon-germanium buffer with little germanium. Rough measured constants of 170, 64 and 80 GPa for C11, C12 and C44 give M001 ≈ 186 GPa and M111 ≈ 231 GPa; the unrounded room-temperature values 165.7, 63.9 and 79.6 GPa give 180 and 229 GPa. The model's moduli are thus roughly 15 to 20 % too low, and its C44 is much too soft. With the same rough constants, the bond estimate C44⁰ = K/3 + D/9 is 111 GPa, which puts the clamped M111 near 268 GPa. The overestimate for real silicon is then about 16 %, not 39 %. This is itself an estimate: from the same K and D, the bond model predicts a relaxed C44 of 72 GPa instead of 80 GPa. A second route uses g = ζaκ/2, so that C44⁰ − C44 = ζ²κ/(4a). With κ from the measured 15.6 THz, the unrounded constants and ζ between 0.5 and 0.6, it gives C44⁰ between 105 and 117 GPa and an overestimate of 13 to 18 %. The soft C44 of the model also exaggerates the out-of-plane strain of the (111) film: the measured constants give e⊥/e ≈ −0.44 instead of −0.722, while the clamped value stays near −0.2.

Other omissions are smaller or concern the film more than the modulus:

- In the model, anharmonicity at 0.5 % strain lowers the stress by about 1 % for both orientations, relative to the harmonic value.
- A thermal expansion of 0.09 %, a rough upper figure for room temperature, lowers the moduli by 0.3 to 0.4 %. The direct effect of lattice vibrations on the moduli is not included.
- If the outermost double layer on each face carried no load, the force in the (111) film would fall by 7.8 %.
- A rough balance between the film force and the line tension of a misfit dislocation gives a critical thickness near 10 nm if the whole Burgers vector relieves the misfit. For perfect dislocations gliding on the inclined {111} planes of a (111) film, only about 0.29 of it does, and the estimate rises to roughly 25 to 60 nm, depending on the elastic constants and the treatment of the dislocation core. An 8 nm film is well below that. Any dislocations that do form reduce the elastic strain and, in proportion, the stress.

The selection rule itself does not depend on the potential. It rests on the site symmetry of the diamond structure, whereas the size of the (111) error depends on g and κ and must be calculated for each description of the bonding. The remaining values are in the numerical output.

Table of computed values

```
lattice constant a: 0.5431 nm
bond length: 0.2352 nm
second-neighbour distance: 0.3840 nm
potential cutoff: 0.3771 nm
bond stretching constant k: 10.314 eV/angstrom^2
angular strength h: 1.3181 eV
C11, clamped: 151.4 GPa
C11, relaxed: 151.4 GPa
C12, clamped: 76.4 GPa
C12, relaxed: 76.4 GPa
C44, clamped: 109.8 GPa
C44, relaxed: 56.4 GPa
K = C11+2C12: 304.3 GPa
D = C11-C12: 75.0 GPa
coupling g: 31.21 eV/angstrom
displacement stiffness kappa: 18.27 eV/angstrom^2
internal strain parameter zeta: 0.629
optical frequency: 17.8 THz
C44 stretching share, clamped: 101.4 GPa
C44 bending share, clamped: 8.3 GPa
C44 stretching share, relaxed: 14.0 GPa
C44 bending share, relaxed: 42.5 GPa
M001, clamped film: 150.7 GPa
M001, relaxed film: 150.7 GPa
M111, clamped film: 269.6 GPa
M111, relaxed film: 194.4 GPa
C44 overestimate: 94.4 %
M111 overestimate: 38.7 %
(001) out-of-plane/in-plane strain: -1.009
(111) same ratio, relaxed: -0.722
(111) same ratio, clamped: -0.228
film strain (input): 0.50 %
film thickness (input): 8.0 nm
(111) sublattice displacement length: 0.849 pm
(001) harmonic stress: 0.754 GPa
(111) harmonic stress, relaxed: 0.972 GPa
(111) harmonic stress, clamped: 1.348 GPa
(111) force per width, relaxed: 7.78 N/m
(111) force per width, clamped: 10.78 N/m
(111) stored energy, relaxed: 0.0389 J/m^2
(111) stored energy, clamped: 0.0539 J/m^2
anharmonic change of (001) stress: -1.13 %
anharmonic change of (111) stress: -0.94 %
thermal linear expansion (rough input): 0.09 %
thermal volume change of M001: -0.31 %
thermal volume change of M111: -0.39 %
surface-layer bound, (111) film: 7.8 %
Poisson ratio for dislocation (round input): 0.25
rough dislocation critical thickness: 10 nm
rough measured C11 (input): 170 GPa
rough measured C12 (input): 64 GPa
rough measured C44 (input): 80 GPa
bond estimate of clamped C44, rough: 111 GPa
M001 from rough constants: 186 GPa
M111 relaxed from rough constants: 231 GPa
M111 clamped from rough constants: 268 GPa
M111 overestimate, rough: 16 %
```
